# One-photon magnetic dipole decay of the 2s state in hydrogen-like ions: test program

```python
# One-photon M1 decay 2s1/2 -> 1s1/2 of a hydrogen-like ion, Dirac equation, point nucleus.
# Units hbar=c=m=1, za = Z*alpha.  Spinor psi = (g chi, i f sigma.rhat chi)/sqrt(4 pi), G=r g, F=r f.
# Under test: amplitude = i eps.(khat x sigma) R,  R = int (G1 F2 + F1 G2) j1(kr) dr,
#   rate = 4 alpha k R^2,  R -> -k W/3,  W = za <1s|1/r|2s> = 4 sqrt2/27 za^2,  k -> 3 za^2/8,
#   rate -> alpha za^10/972; the nonrelativistic amplitude is (k/2)<1s|2s> = 0.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as C
from scipy.special import roots_genlaguerre, spherical_jn
mp.mp.dps = 30
alpha = C.alpha
rate_unit = C.m_e*C.c**2/C.hbar
mc2_eV = C.m_e*C.c**2/C.e

# golden-rule prefactor: explicit sum over box modes with unit |M|^2 and smeared delta
Lbox, eta, w0 = 80.0, 0.1, 1.0
n = np.arange(-26, 27)
w = 2*np.pi/Lbox*np.sqrt(n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2).ravel()
w = w[w > 0]
box = 2*np.pi*np.sum(4*np.pi*alpha/(2*w*Lbox**3)*np.exp(-(w-w0)**2/(2*eta**2))/(eta*np.sqrt(2*np.pi)))
assert abs(box/(4*np.pi*alpha*w0/(2*np.pi)) - 1) < 1e-8

# symbolic Schroedinger integrals; length unit 1/za, energy unit za^2
r = sp.symbols('r', positive=True)
I0 = lambda e: sp.simplify(sp.integrate(sp.expand(e), (r, 0, sp.oo)))
R1 = 2*sp.exp(-r); R2 = (1 - r/2)*sp.exp(-r/2)/sp.sqrt(2)
e1, e2 = -sp.Rational(1, 2), -sp.Rational(1, 8); ks = e2 - e1
zero = lambda e: sp.simplify(e) == 0
S = I0(R1*R2*r**2); W = I0(R1*R2*r); r2 = I0(R1*R2*r**4)
p2 = I0(R1.diff(r)*R2.diff(r)*r**2); D = I0(R1*R2.diff(r)*r**3)
lowest = I0(-(R1*R2).diff(r)*r**3/6)
assert S == 0 and lowest == 0 and zero(W - 4*sp.sqrt(2)/27)
assert zero(p2 - 2*W) and zero(D - ks*r2/2) and zero(ks*D + W)
R1z = 2*2**sp.Rational(3, 2)*sp.exp(-2*r)          # 1s of doubled charge: not orthogonal to 2s
Sz = I0(R1z*R2*r**2)
assert abs(float(Sz)) > 0.1 and zero(I0(-(R1z*R2).diff(r)*r**3/6) - Sz/2)
Ia = -sp.Rational(3, 8)*p2
Ib = I0((R1*R2).diff(r)*r**2/4)
Ic = I0((e2*R1*R2.diff(r) + e1*R2*R1.diff(r))*r**3/4)
ret = ks**3*I0((R1*R2).diff(r)*r**5)/60
pieces = [sp.simplify(x/(ks*W/2)) for x in (ks*Ia/3, ks*Ib/3, ks*Ic/3, ret)]
assert pieces == [-sp.Rational(1, 2), -sp.Rational(1, 3), -sp.Rational(1, 6), sp.Rational(1, 3)]
coef = sp.simplify(4*ks*(ks*(Ia + Ib + Ic)/3 + ret)**2)
assert coef == sp.Rational(1, 972)
Wc = float(W)

# exact Dirac s1/2 states: G = r^gam exp(-lam r) poly a, F = r^gam exp(-lam r) poly b
def state(za, nq):
    gam = mp.sqrt(1 - za**2); E = 1/mp.sqrt(1 + (za/(nq - 1 + gam))**2); lam = mp.sqrt(1 - E**2)
    a, b = [mp.mpf(1)], [za/(gam + 1)]
    if nq == 2:
        s = mp.lu_solve(mp.matrix([[gam, za], [-za, gam + 2]]),
                        mp.matrix([lam*a[0] - (E + 1)*b[0], lam*b[0] + (E - 1)*a[0]]))
        a.append(s[0]); b.append(s[1])
    nrm = sum((a[i]*a[j] + b[i]*b[j])*mp.gamma(2*gam + i + j + 1)/(2*lam)**(2*gam + i + j + 1)
              for i in range(nq) for j in range(nq))
    return gam, E, lam, [x/mp.sqrt(nrm) for x in a], [x/mp.sqrt(nrm) for x in b]
poly = lambda c, x: sum(ci*x**i for i, ci in enumerate(c))

def dirac(Z):
    za = mp.mpf(Z)*mp.mpf(alpha)
    g, E1, l1, a1, b1 = state(za, 1); _, E2, l2, a2, b2 = state(za, 2)
    k = E2 - E1; pts = [x/za for x in (0, 1, 5, 20, 70)]
    env = lambda x: x**(2*g)*mp.exp(-(l1 + l2)*x)
    cross = lambda x: env(x)*(poly(a1, x)*poly(b2, x) + poly(b1, x)*poly(a2, x))
    R = mp.quad(lambda x: cross(x)*k*x/3*mp.hyp0f1(2.5, -(k*x)**2/4), pts)
    I = mp.quad(lambda x: cross(x)*x, pts)
    GG = mp.quad(lambda x: env(x)*poly(a1, x)*poly(a2, x), pts)
    FF = mp.quad(lambda x: env(x)*poly(b1, x)*poly(b2, x), pts)
    assert abs(GG + FF) < 1e-18
    kn = 3*za/8                                     # k r with r in units 1/za
    pauli = mp.quad(lambda x: mp.sqrt(2)*(1 - x/2)*mp.exp(-1.5*x)*x**2*mp.sinc(kn*x), [0, 1, 5, 20, 70])
    u = k*Wc*za**2/2
    return dict(za=za, k=k, R=R, rate=4*alpha*k*R**2, lead=alpha*za**10/972,
                pc=[k*GG/2/u, k*(I - 1.5*GG)/3/u, (R - k*I/3)/u, R/u, pauli/(Wc*za**2)])
res = {Z: dirac(Z) for Z in (1, 2, 5, 20, 50)}
extra = lambda x1, x2: float((4*x1 - x2)/3)         # removes the za^2 term; za^4 ~ 1e-8 remains
targets = [pieces[0], pieces[1] + pieces[2], pieces[3], sum(pieces), pieces[3]]
lim = [extra(x, y) for x, y in zip(res[1]['pc'], res[2]['pc'])]
for x, t in zip(lim, targets):
    assert abs(x - float(t)) < 1e-6
ratio = {Z: res[Z]['rate']/res[Z]['lead'] for Z in res}
assert abs(extra(ratio[1], ratio[2]) - 1) < 1e-6
corr = {Z: float((ratio[Z] - 1)/res[Z]['za']**2) for Z in res}
assert abs(corr[1] - corr[2]) < 2e-3 and abs(corr[1]) > 0.1
pauli_fraction = (lim[4]/lim[3])**2
assert abs(pauli_fraction - 0.25) < 1e-5 and lim[4]*lim[3] < 0

# four-component checks in Cartesian form at Z = 50
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
al = np.array([np.block([[0*s, s], [s, 0*s]]) for s in sig]); beta = np.diag([1, 1, -1, -1.0])
za = 50*alpha
st = []
for nq in (1, 2):
    g, E, l, a, b = state(mp.mpf(50)*mp.mpf(alpha), nq)
    st.append((float(g), float(E), float(l), [float(x) for x in a], [float(x) for x in b]))
def spinor(up, low, rhat, m):
    sr = np.einsum('...j,jab->...ab', rhat, sig)[..., :, m]
    chi = np.eye(2)[m]
    return np.concatenate([up[..., None]*chi + 0*sr, 1j*low[..., None]*sr], -1)/np.sqrt(4*np.pi)
def psi(s, x, m):
    rr = np.linalg.norm(x); env = rr**(s[0] - 1)*np.exp(-s[2]*rr)
    return spinor(np.array(env*poly(s[3], rr)), np.array(env*poly(s[4], rr)), x/rr, m)
h = 1e-4
for s in st:
    for x in (np.array([0.7, -1.1, 0.9]), np.array([-4.0, 6.0, 3.0])):
        for m in (0, 1):
            Hp = beta@psi(s, x, m) - za/np.linalg.norm(x)*psi(s, x, m)
            for j in range(3):
                d = h*np.eye(3)[j]
                Hp = Hp - 1j*al[j]@(psi(s, x + d, m) - psi(s, x - d, m))/(2*h)
            assert np.linalg.norm(Hp - s[1]*psi(s, x, m)) < 1e-6*np.linalg.norm(psi(s, x, m))
gam = st[0][0]; sl = st[0][2] + st[1][2]; k = st[1][1] - st[0][1]; R50 = float(res[50]['R'])
xl, wl = roots_genlaguerre(40, 2*gam); rr = xl/sl; wr = wl/sl**(2*gam + 1)
ct, wt = np.polynomial.legendre.leggauss(24); ph = 2*np.pi*np.arange(48)/48
sn = np.sqrt(1 - ct**2)
rhat = np.stack([np.outer(sn, np.cos(ph)), np.outer(sn, np.sin(ph)), np.outer(ct, 1 + 0*ph)], -1).reshape(-1, 3)
wa = np.repeat(wt, 48)*2*np.pi/48
sp4 = [[spinor(poly(s[3], rr)[:, None] + 0*wa, poly(s[4], rr)[:, None] + 0*wa, rhat[None], m)
        for m in (0, 1)] for s in st]
for kh in (np.array([0, 0, 1.0]), np.array([1.0, 2.0, -0.5]), np.array([-3.0, 0.4, 1.0])):
    kh = kh/np.linalg.norm(kh)
    ea = np.cross(kh, [0.3, 1.0, 0.2]); ea /= np.linalg.norm(ea); eb = np.cross(kh, ea)
    avg = (wa*np.exp(-2.0j*(rhat@kh)))@rhat/(4*np.pi)
    assert np.allclose(avg, -1j*spherical_jn(1, 2.0)*kh, atol=1e-12)
    wgt = wr[:, None]*wa*np.exp(-1j*k*rr[:, None]*(rhat@kh))
    for mi in (0, 1):
        tot = 0.0
        for mf in (0, 1):
            bra, ket = sp4[0][mf].conj(), sp4[1][mi]
            J = np.array([np.sum(wgt*np.sum(bra*(ket@al[j].T), -1)) for j in range(3)])
            rho = np.sum(wgt*np.sum(bra*ket, -1))
            assert abs(J@kh - rho) < 1e-9 and (mf != mi or abs(rho) > 1e-4)
            for e in (ea, eb):
                assert abs(J@e - 1j*R50*(np.cross(e, kh)@sig[:, mf, mi])) < 1e-7*abs(R50)
                tot += abs(J@e)**2
        assert abs(tot/(2*R50**2) - 1) < 1e-7

# SI magnetic-dipole rate with the effective moment
B = {q: float(v) for q, v in res[5].items() if q != 'pc'}
muB = C.physical_constants['Bohr magneton'][0]; om = B['k']*rate_unit
si = C.mu_0*om**3*3*(muB*2*B['R']/B['k'])**2/(3*np.pi*C.hbar*C.c**3)
assert abs(si/(B['rate']*rate_unit) - 1) < 1e-7

print(f"alpha = {alpha:.10f};  m c^2 = {mc2_eV:.2f} eV;  m c^2/hbar = {rate_unit:.6e} 1/s")
print(f"<1s|2s> = {S};  lowest-order R/k = {lowest};  overlap with doubled-charge 1s = {float(Sz):.5f}")
print(f"<1/r> = {W} = {Wc:.6f} (Z alpha);  <r^2> = {r2} = {float(r2):.6f} (Z alpha)^-2")
print(f"<p^2> = {p2} (Z alpha)^2;  <r.grad> = {D};  k = {ks} (Z alpha)^2")
print(f"pieces a, b, c, retardation, total (unit kW/2): {pieces}, {sum(pieces)}")
print("Dirac Z->0 (unit kW/2): a %.6f, b+c %.6f, retardation %.6f, total %.6f" % tuple(lim[:4]))
print(f"Pauli <j0(kr)>/W = {lim[4]:.6f};  retardation-only rate fraction = {pauli_fraction:.5f}")
print(f"rate coefficient = {coef};  alpha^11 m c^2/(972 hbar) = {alpha**11*float(coef)*rate_unit:.5e} 1/s")
print(f"(exact/leading - 1)/(Z alpha)^2: Z=1 {corr[1]:.4f}, Z=2 {corr[2]:.4f}, Z=5 {corr[5]:.4f}")
zb = B['za']; kl = float(ks)*zb**2
print(f"B4+ : Z = 5, Z alpha = {zb:.7f}, (Z alpha)^2 = {zb**2:.6e}, Z^10 = {5**10}")
print(f"B4+ : k leading = {kl:.6e} mc^2 = {kl*mc2_eV:.3f} eV")
print(f"B4+ : k Dirac = {B['k']:.6e} mc^2 = {B['k']*mc2_eV:.3f} eV, wavelength {2*np.pi*C.c/om*1e9:.4f} nm")
print(f"B4+ : W = {Wc*zb**2:.6e} mc^2")
print(f"B4+ : R leading = {-kl*Wc*zb**2/3:.6e}, R Dirac = {B['R']:.6e} (dimensionless)")
print(f"B4+ : 2R/k leading = {-2*Wc*zb**2/3:.6e}, Dirac = {2*B['R']/B['k']:.6e} (dimensionless)")
print("B4+ : Dirac pieces (unit kW/2): a %.5f, b+c %.5f, retardation %.5f, total %.5f"
      % tuple(float(x) for x in res[5]['pc'][:4]))
print(f"B4+ : rate leading = {B['lead']*rate_unit:.4f} 1/s, Dirac = {B['rate']*rate_unit:.4f} 1/s, SI dipole = {si:.4f} 1/s")
print(f"B4+ : partial M1 lifetime = {1e3/(B['rate']*rate_unit):.3f} ms")
print(f"B4+ : rate if the overlap were 1 = {alpha*B['k']**3*rate_unit:.4e} 1/s")
for Z in (1, 5, 20, 50):
    q = res[Z]
    print(f"Z = {Z:2d}: k = {float(q['k'])*mc2_eV:.3f} eV, leading {float(q['lead'])*rate_unit:.5e} 1/s, "
          f"Dirac {float(q['rate'])*rate_unit:.5e} 1/s, ratio {float(ratio[Z]):.6f}")
print(f"Z = 1: partial M1 lifetime = {1/(float(res[1]['rate'])*rate_unit)/86400:.3f} days")
print("all good")
```

Output:

```
alpha = 0.0072973526;  m c^2 = 510998.95 eV;  m c^2/hbar = 7.763441e+20 1/s
<1s|2s> = 0;  lowest-order R/k = 0;  overlap with doubled-charge 1s = 0.20480
<1/r> = 4*sqrt(2)/27 = 0.209513 (Z alpha);  <r^2> = -512*sqrt(2)/243 = -2.979742 (Z alpha)^-2
<p^2> = 8*sqrt(2)/27 (Z alpha)^2;  <r.grad> = -32*sqrt(2)/81;  k = 3/8 (Z alpha)^2
pieces a, b, c, retardation, total (unit kW/2): [-1/2, -1/3, -1/6, 1/3], -2/3
Dirac Z->0 (unit kW/2): a -0.500000, b+c -0.500000, retardation 0.333333, total -0.666667
Pauli <j0(kr)>/W = 0.333333;  retardation-only rate fraction = 0.25000
rate coefficient = 1/972;  alpha^11 m c^2/(972 hbar) = 2.49578e-06 1/s
(exact/leading - 1)/(Z alpha)^2: Z=1 1.0678, Z=2 1.0680, Z=5 1.0691
B4+ : Z = 5, Z alpha = 0.0364868, (Z alpha)^2 = 1.331284e-03, Z^10 = 9765625
B4+ : k leading = 4.992314e-04 mc^2 = 255.107 eV
B4+ : k Dirac = 4.993839e-04 mc^2 = 255.185 eV, wavelength 4.8586 nm
B4+ : W = 2.789214e-04 mc^2
B4+ : R leading = -4.641545e-08, R Dirac = -4.644138e-08 (dimensionless)
B4+ : 2R/k leading = -1.859476e-04, Dirac = -1.859947e-04 (dimensionless)
B4+ : Dirac pieces (unit kW/2): a -0.50014, b+c -0.50012, retardation 0.33342, total -0.66684
B4+ : rate leading = 24.3729 1/s, Dirac = 24.4076 1/s, SI dipole = 24.4076 1/s
B4+ : partial M1 lifetime = 40.971 ms
B4+ : rate if the overlap were 1 = 7.0554e+08 1/s
Z =  1: k = 10.204 eV, leading 2.49578e-06 1/s, Dirac 2.49592e-06 1/s, ratio 1.000057
Z =  5: k = 255.185 eV, leading 2.43729e+01 1/s, Dirac 2.44076e+01 1/s, ratio 1.001423
Z = 20: k = 4101.842 eV, leading 2.55568e+07 1/s, Dirac 2.61494e+07 1/s, ratio 1.023186
Z = 50: k = 26344.196 eV, leading 2.43729e+11 1/s, Dirac 2.83033e+11 1/s, ratio 1.161263
Z = 1: partial M1 lifetime = 4.637 days
all good
```
